# Umbrella integration of a quartic double well with Gaussian windows

## Problem

A coordinate $x$ has the free energy

$$A(x)=h\left(\frac{x^2}{a^2}-1\right)^2 ,$$

with minima at $x=\pm a$ and a barrier of height $h$ at $x=0$. The system is sampled at temperature $T$ in several windows. Window $i$ adds the harmonic bias

$$w_i(x)=\tfrac12K(x-c_i)^2 ,$$

where $c_i$ is its centre and $K$ its force constant. From the samples of each window two numbers are kept: the mean $m_i$ and the variance $s_i$ of $x$. Kästner–Thiel umbrella integration takes the density in the window to be a Gaussian with this mean and variance, and obtains the gradient of $A$ from it.

"Mean force" here denotes the gradient $A'(x)=dA/dx$; the physical force along $x$ is $-A'(x)$.

1. Find the mean force that one Gaussian window gives. How is it related to the true $A'(x)$?
2. Find its error for the quartic well.
3. Combine the windows and compare the mean force and the barrier with the exact ones.

Use $h=0.01$ hartree, $a=1$ bohr, $T=300$ K and $K=0.1$ hartree/bohr². Place the centres from $-1.6$ to $1.6$ bohr, first 0.2 bohr apart (17 windows), then 0.1 bohr apart (33 windows). These are round model parameters.

Sampling is taken as infinitely long, so that $m_i$ and $s_i$ carry no statistical noise. They are computed by quadrature of the biased density, as sums over a uniform grid of spacing 0.001 bohr between $-3$ and $3$ bohr. What remains is the error of the Gaussian assumption and of the way the windows are combined.

## First estimate by scaling

The thermal energy is $kT=9.50\times10^{-4}$ hartree, so the barrier is $10.5\,kT$. A harmonic bias confines $x$ to a region whose squared width is about

$$s\sim\frac{kT}{K}=\frac{9.50\times10^{-4}}{0.1}\ \text{bohr}^2=9.5\times10^{-3}\ \text{bohr}^2 .$$

If $A$ were quadratic, the biased density would be a Gaussian and the method would make no error. The error must therefore come from the third and higher derivatives of $A$. A third derivative has the dimension of a gradient divided by a length squared, and the squared length at hand is $s$. Hence

$$\text{error}\sim A'''\,s\sim\frac{h}{a^3}\,\frac{kT}{K}.$$

With the numbers above this is $0.01\times9.5\times10^{-3}\approx1\times10^{-4}$ hartree/bohr. Relative to the typical gradient $h/a$ it is $kT/(Ka^2)\approx1\,\%$. Integrated over the distance $a$ from minimum to barrier, an error of constant sign would change the barrier by about 1 % of $h$.

The estimate makes two predictions: an error near one per cent, and an error inversely proportional to $K$. It ignores numerical factors, and it treats the combined result as no better than a single window.

## Exact solution

### The line given by one window

The biased density of window $i$ is

$$P_i(x)=\frac{1}{Z_i}\exp\left[-\frac{A(x)+w_i(x)}{kT}\right].$$

This also holds when $x$ is one coordinate of a many-particle system. The bias depends on $x$ alone, so integrating out the other coordinates leaves $e^{-A/kT}$ multiplied by $e^{-w_i/kT}$.

Taking the logarithm and differentiating removes the unknown constant $Z_i$:

$$\frac{P_i'}{P_i}=-\frac{A'(x)+K(x-c_i)}{kT},$$

and therefore

$$A'(x)=-kT\,\frac{P_i'(x)}{P_i(x)}-K(x-c_i). \tag{1}$$

So far nothing is approximated. Now replace $P_i$ by the Gaussian

$$G_i(x)=\frac{1}{\sqrt{2\pi s_i}}\exp\left[-\frac{(x-m_i)^2}{2s_i}\right],\qquad \frac{G_i'}{G_i}=-\frac{x-m_i}{s_i}.$$

Equation (1) becomes the umbrella-integration estimate

$$F_i(x)=\frac{kT}{s_i}(x-m_i)-K(x-c_i). \tag{2}$$

It is a straight line in $x$. The mean and variance are plain sums over the samples, so no histogram is built and no bin width enters. The line can be evaluated at any $x$.

### What the line means

Let $\langle\cdot\rangle$ denote the average over the true density $P_i$, and drop the index $i$ where one window is meant. Averaging (1) gives

$$\langle A'\rangle=-kT\int P'(x)\,dx-K(m-c)=-K(m-c). \tag{3}$$

The integral of $P'$ vanishes because $P$ goes to zero at both ends. Setting $x=m$ in (2) gives $F(m)=-K(m-c)$ as well. The value of the line at the window mean is thus the average of the true gradient over the window.

For the slope, multiply (1) by $x-m$ and average. The first term is integrated by parts:

$$-kT\int(x-m)P'\,dx=-kT\Big[(x-m)P\Big]_{-\infty}^{\infty}+kT\int P\,dx=kT .$$

In the second term write $x-c=(x-m)+(m-c)$. Since $\langle x-m\rangle=0$,

$$-K\langle(x-m)(x-c)\rangle=-K\langle(x-m)^2\rangle=-Ks .$$

Together,

$$\langle(x-m)A'\rangle=kT-Ks. \tag{4}$$

Compare this with a weighted linear fit. The line $\alpha+\beta(x-m)$ that minimizes

$$\left\langle\left[A'(x)-\alpha-\beta(x-m)\right]^2\right\rangle$$

follows from setting the derivatives with respect to $\alpha$ and $\beta$ to zero:

$$\alpha=\langle A'\rangle,\qquad \beta=\frac{\langle(x-m)A'\rangle}{s}.$$

By (3) and (4) these are $\alpha=-K(m-c)$ and $\beta=kT/s-K$, the value at the mean and the slope of (2). Hence $F_i$ is the least-squares line through the true mean force, weighted with the true biased density.

This did not use the quartic form. It holds for any smooth $A$ for which the boundary terms vanish and the averages exist, even if $P_i$ is far from Gaussian. How well this line represents $A'$ is a separate question: it depends on how strongly $A'$ bends over the width of the window.

### The error for the quartic well

The derivatives of $A$ are

$$A'=\frac{4hx}{a^2}\left(\frac{x^2}{a^2}-1\right),\quad A''=\frac{12hx^2}{a^4}-\frac{4h}{a^2},\quad A'''=\frac{24hx}{a^4},\quad A''''=\frac{24h}{a^4}.$$

Because $A'$ is cubic, its Taylor series about $m$ ends after the third power of $y=x-m$:

$$A'(m+y)=A'(m)+A''(m)\,y+\tfrac12A'''(m)\,y^2+\tfrac16A''''\,y^3 .$$

The fitted line depends linearly on the function being fitted, so each power can be fitted separately. Constants and $y$ are reproduced without error. With the central moments $\mu_3=\langle y^3\rangle$ and $\mu_4=\langle y^4\rangle$, the formulas for $\alpha$ and $\beta$ give

$$y^2\to s+\frac{\mu_3}{s}\,y,\qquad y^3\to\mu_3+\frac{\mu_4}{s}\,y .$$

Subtracting these lines from the powers leaves

$$A'-F=\tfrac12A'''(m)\left[y^2-s-\frac{\mu_3}{s}y\right]+\tfrac16A''''\left[y^3-\mu_3-\frac{\mu_4}{s}y\right]. \tag{5}$$

For this well (5) contains no truncation. At the window mean, $y=0$, it becomes

$$F(m)-A'(m)=\tfrac12A'''(m)\,s+\tfrac16A''''\,\mu_3. \tag{6}$$

The line returns an average of $A'$ over the window. Where $A'$ is curved, this differs from the gradient at the mean.

### One window in numbers

Take the window centred at $c=-0.6$ bohr. Quadrature gives

$$m=-0.72977\ \text{bohr},\quad s=7.668\times10^{-3}\ \text{bohr}^2,\quad \mu_3=8.25\times10^{-5}\ \text{bohr}^3 .$$

The free energy pulls the mean from the bias centre towards the minimum at $-1$ bohr. The value of the line at the mean is

$$F(m)=-0.1\times(-0.72977+0.6)=1.298\times10^{-2}\ \text{hartree/bohr},$$

and its slope is

$$\frac{kT}{s}-K=0.1239-0.1=0.0239\ \text{hartree/bohr}^2 .$$

The quadrature average of $A'$ over the window is also $1.298\times10^{-2}$ hartree/bohr, as (3) requires. The local gradient is larger, $A'(m)=1.364\times10^{-2}$ hartree/bohr. The two terms of (6) account for the gap:

$$-6.715\times10^{-4}+0.033\times10^{-4}=-6.682\times10^{-4}\ \text{hartree/bohr}.$$

This is 4.9 % of the local gradient. Nearly all of it comes from the curvature of $A'$; the skewness of the density contributes little here.

### Combining the windows

At a given $x$ the lines of nearby windows are averaged. With equal numbers of samples in all windows, the weights are

$$F(x)=\sum_ip_i(x)F_i(x),\qquad p_i(x)=\frac{G_i(x)}{\sum_jG_j(x)} .$$

To see what this does to the error, consider a stiff bias, for which $s\approx kT/K$ and $y$ is of order $\sqrt{s}$. In (5) the terms $\tfrac12A'''(y^2-s)$ are of order $1/K$. The terms in $y^3$ and $\mu_4y/s$ are of order $K^{-3/2}$. The skewness comes from the factor $1-A'''y^3/(6kT)$ by which the cubic part of $A$ distorts the Gaussian. This correction is of order $K^{-3/2}$, so $\mu_3$ is of order $K^{-3}$, and the terms containing it are smaller still.

The spacing of the means is also needed. Moving the centre changes the density by

$$\frac{\partial\ln P}{\partial c}=\frac{K}{kT}\left[(x-c)-\langle x-c\rangle\right]=\frac{K}{kT}(x-m),$$

where the subtracted average preserves the normalization. Therefore

$$\frac{dm}{dc}=\int x\,\frac{\partial P}{\partial c}\,dx=\frac{K}{kT}\langle x(x-m)\rangle=\frac{Ks}{kT}. \tag{7}$$

For a stiff bias this tends to one, so equally spaced centres give equally spaced means. If the means are also dense on the scale $\sqrt{s}$ and extend well beyond $x$ on both sides, the sum over windows becomes an integral over $y=x-m$ with a Gaussian weight of variance $s$. To leading order $A'''(m)$ can be replaced by $A'''(x)$, and the averaged error is

$$A'(x)-F(x)\approx\tfrac12A'''(x)\left(\langle y^2\rangle_p-s\right)=0 ,$$

where $\langle\cdot\rangle_p$ is the average with the weights $p_i$. The $1/K$ error of the single lines cancels. Where $A'''$ is not zero, the leading error of a line has one sign near its own mean and the other sign far from it, and dense windows supply both in balance. What is left is of higher order in $1/K$.

### Combined mean force and barrier

The values are in $10^{-3}$ hartree/bohr.

| $x$ (bohr) | exact | 17 windows | 33 windows |
|---:|---:|---:|---:|
| −1.2 | −21.120 | −21.184 | −21.229 |
| −1.0 | 0.000 | −0.002 | 0.003 |
| −0.8 | 11.520 | 11.544 | 11.516 |
| −0.6 | 15.360 | 15.355 | 15.335 |
| −0.4 | 13.440 | 13.554 | 13.388 |
| −0.2 | 7.680 | 7.691 | 7.632 |
| 0.0 | 0.000 | 0.000 | 0.000 |

On a scan of $|x|\le1.2$ bohr the largest error is $2.7\times10^{-4}$ hartree/bohr with 17 windows and $1.1\times10^{-4}$ hartree/bohr with 33.

The largest error of the coarse set lies at $|x|\approx0.3$ bohr, on the flanks of the barrier top, and in this region the set is not dense. The central window has a width $\sqrt{s}=0.124$ bohr, so (7) gives $dm/dc=0.1\times0.124^2/(9.50\times10^{-4})\approx1.6$. The derivative falls away from the top, so the windows centred at 0 and 0.2 bohr have means about 0.31 bohr apart, or 2.5 widths. With the finer spacing this becomes 1.3 widths.

For 33 windows the largest error occurs at the edge of the scan, where another condition is strained. By (3), a window with its mean near $-1.2$ bohr has its centre near

$$c\approx m+\frac{A'(m)}{K}=-1.2-\frac{0.0211}{0.1}\approx-1.41\ \text{bohr}.$$

Only the centres at $-1.5$ and $-1.6$ bohr lie farther out, so the average over windows is incomplete on that side. This accounts for almost all of the edge error. With the same spacing and centres extended to $\pm2.6$ bohr, the error $F-A'$ at $-1.2$ bohr drops from $-1.1\times10^{-4}$ to $+3\times10^{-6}$ hartree/bohr, and the largest error on the scan becomes $5.6\times10^{-5}$ hartree/bohr, at $|x|\approx0.31$ bohr.

The barrier follows by integrating $F(x)$ from $-a$ to 0, here with Simpson's rule:

- 17 windows: 0.00998 hartree (26.214 kJ/mol), an error of −0.16 % relative to $h$.
- 33 windows: 0.00997 hartree (26.185 kJ/mol), an error of −0.27 % relative to $h$.
- Exact: 0.01000 hartree (26.255 kJ/mol).

The coarse set gives the better barrier although its largest force error is greater. Its errors $F-A'$ change sign along the path: at $-0.8$, $-0.4$ and $-0.2$ bohr they are positive, yet the integral of $F-A'$ over the whole path from $-a$ to 0 is negative. With 33 windows the errors at the four tabulated points between the minimum and the top are all negative and add up. The resulting −0.27 % is the residual error of the method at this $K$: centres 0.025 bohr apart, extended to $\pm2.6$ bohr, give the same value. The coarse spacing adds an oscillating error to this, and its integral depends on where the centres fall. With the centres shifted by 0.1 bohr (from $-1.7$ to $1.7$ bohr, still 0.2 bohr apart) the barrier error is −0.32 %. The better barrier of the 17 windows is an accident of their placement. A good barrier is therefore no proof of a good mean force.

## Comparison of the two

**Size for one window.** Scaling gave about $1\times10^{-4}$ hartree/bohr; the exact gap at the mean of the chosen window is $6.7\times10^{-4}$ hartree/bohr in magnitude. The missing factor can be read from (6). The numerical factor in $\tfrac12A'''$ is $12|m|/a=12\times0.730=8.8$, while the true variance is $7.67/9.50=0.81$ of $kT/K$, because the well adds its own curvature to that of the bias. The product is 7.1. Scaling identified the right combination of parameters, but derivatives of a quartic bring large integers.

**Dependence on $K$.** The window at $c=0.5$ bohr has a gap at its mean of $3.65\times10^{-5}$ hartree/bohr for $K=1.6$ hartree/bohr² and $1.80\times10^{-5}$ hartree/bohr for $K=3.2$ hartree/bohr². Doubling $K$ reduces it by a factor of 2.02, in accord with the scaling law.

The combined mean force behaves differently. With centres spaced by $0.7\sqrt{kT/K}$, its largest error for $|x|\le1.2$ bohr falls from $2.3\times10^{-8}$ to $3.6\times10^{-9}$ hartree/bohr, a factor of 6.5. This ratio has not yet settled: doubling $K$ once more, to 6.4 hartree/bohr², reduces the error by a factor of 7.2. The scaling estimate fails here because it knows nothing of the cancellation between windows. The price is the number of windows, 188 and 266 in these two cases. In a real simulation of finite length, statistical noise, which is absent here, would also have to be weighed against the gain.

**When the bias is too soft.** Scaling assumes that the bias sets the width of the window. At the barrier top the well opposes the bias. For $c=0$ the biased energy is stationary where

$$x\left[\frac{4h}{a^2}\left(\frac{x^2}{a^2}-1\right)+K\right]=0 .$$

Besides $x=0$ there are the solutions $x^2=a^2\left[1-Ka^2/(4h)\right]$, which are real and nonzero if $K<4h/a^2=0.04$ hartree/bohr². The density then has two peaks. For $K=0.03$ hartree/bohr² they lie at $x=\pm0.5$ bohr.

The effect on the line follows from (5). By symmetry $m=0$ and $A'''(m)=0$, so differentiating (5) at $y=0$ gives

$$F'=A''(0)+\frac{A''''}{6}\,\frac{\mu_4}{s}=-\frac{4h}{a^2}+\frac{4h}{a^4}\,\frac{\mu_4}{s}.$$

The true slope at the top is $-0.0400$ hartree/bohr². For $K=0.1$ hartree/bohr² the density is nearly Gaussian, with $\mu_4/s^2=2.945$ against 3 for a Gaussian, and the line has the slope $-0.0382$ hartree/bohr². For $K=0.03$ hartree/bohr² the width grows to 0.46 bohr, $\mu_4/s^2$ drops to 1.68, and the slope is $-0.0256$ hartree/bohr², wrong by 36 %. The line is still the best weighted linear fit to $A'$, but its slope reflects the whole wide window and not the top alone. The mean and variance of this window alone do not reveal the two peaks, because a single Gaussian can have the same two values. A histogram of the samples shows them.
